# Conductance-Histogram Line Shapes from Distributed Couplings and Level Alignments

A molecular junction is represented by one spin-degenerate level at energy \(\varepsilon\), measured from the Fermi energy, coupled to a left and a right lead. The couplings \(\Gamma_L\) and \(\Gamma_R\) are full energy widths: a level coupled to one lead decays at the rate \(\Gamma/\hbar\). At low temperature and small bias the conductance is \(G=G_0T\), with \(G_0=2e^2/h\) and \(T\) the transmission at the Fermi energy. The histogram is the probability density \(p(T)\) over independent junction configurations, so \(T\) is also the conductance in units of \(G_0\). Interactions enter only through the position of the level, and thermal smearing is neglected. Near resonance this requires a charging energy that is not large compared with the widths. For a charging energy of order 1 eV and widths of 0.1 eV, Coulomb blockade lowers the conductance above the Kondo temperature, and below it the effective level is pinned near the Fermi energy, so the near-resonance results below do not carry over unchanged.

Each contact has a gap whose length deviates from its typical value by \(\delta_L\) or \(\delta_R\). These deviations are independent Gaussians of mean zero and standard deviation \(\sigma_d\). The level is an independent Gaussian variable with mean \(\varepsilon_0\) and standard deviation \(\sigma_\varepsilon\). In a first-principles study, electronic-structure calculations on many contact geometries would supply these distributions; here they are model inputs.

The transmission follows from matching waves. Let each lead be a chain with hopping \(-h\) and zero site energy, joined to the level at site 0 by hoppings \(-\tau_L\) and \(-\tau_R\). In this derivation \(h\) is a hopping energy, not Planck's constant. The band is \(E=-2h\cos k\), and the Fermi energy \(E=0\) has \(k=\pi/2\). With incident amplitude 1,
\[
\psi_n=i^{\,n+1}+r\,i^{-(n+1)}\ (n\le-1),\qquad \psi_n=t\,i^{\,n-1}\ (n\ge1).
\]
The equations at sites \(-1\) and \(1\) are \(0=-h\psi_{-2}-\tau_L\psi_0\) and \(0=-h\psi_2-\tau_R\psi_0\). Since \(\psi_{-2}=-i+ir\) and \(\psi_2=it\), they give
\[
r=1+\frac{i\tau_L}{h}\psi_0,\qquad t=\frac{i\tau_R}{h}\psi_0 .
\]
The equation at the level is \(0=\varepsilon\psi_0-\tau_L(1+r)-\tau_Rt\). Inserting \(r\) and \(t\), and defining \(\Gamma_{L,R}=2\tau_{L,R}^2/h\), gives
\[
\psi_0=\frac{2\tau_L}{\varepsilon-i(\Gamma_L+\Gamma_R)/2}.
\]
The two leads have equal velocities, so \(T=|t|^2=\tau_R^2|\psi_0|^2/h^2\), that is
\[
T=\frac{\Gamma_L\Gamma_R}{\varepsilon^2+(\Gamma_L+\Gamma_R)^2/4}.
\]
This form is used for wide-band leads, whose effect on the level is a constant width; any constant shift is absorbed in \(\varepsilon\).

The widths depend exponentially on gap length. Consider a state leaking through a flat barrier of thickness \(d\), with decay constant \(\kappa\) inside and wave number \(k\) outside. When \(\kappa d\gg1\), the wave reaching the outer face has amplitude \(a=\psi_{\rm in}e^{-\kappa d}\), where \(\psi_{\rm in}\) is the normalized wave at the inner face. Let the reflected and outgoing amplitudes there be \(\rho a\) and \(qa\). Continuity of the wave and its slope requires \(1+\rho=q\) and \(-\kappa(1-\rho)=ikq\). Eliminating \(\rho\) gives \(q=2\kappa/(\kappa-ik)\). The width is \(\hbar\) times the outgoing flux:
\[
\Gamma=\frac{\hbar^2k}{m}\,\frac{4\kappa^2}{\kappa^2+k^2}\,|\psi_{\rm in}|^2e^{-2\kappa d}.
\]
Thus \(\Gamma\propto e^{-\beta d}\), with \(\beta=2\kappa=2\sqrt{2m\phi}/\hbar\) and \(\phi\) the barrier height above the tunnelling energy. For a test well, widths obtained from complex resonance energies decay at 2.029 per ångström, in agreement with the formula. That agreement holds for thick barriers. The same well reaches a width of 0.1 eV already at \(\kappa d\approx1.1\), where the local decay constant is 2.10 per ångström, rising to 2.44 at a width of 0.38 eV, so for widths of the size used below the pure exponential is an approximation. In the junction \(\phi\) is referred to the Fermi energy, and its fluctuations are neglected.

With \(\Gamma_m\) the median width of either contact,
\[
\ln\Gamma_{L,R}=\ln\Gamma_m-\beta\delta_{L,R},\qquad s=\beta\sigma_d ,
\]
so each logarithm is normal with standard deviation \(s\). It is useful to separate the overall coupling from the asymmetry:
\[
\Gamma=\sqrt{\Gamma_L\Gamma_R},\qquad u=\ln\frac{\Gamma_L}{\Gamma_R},\qquad x=\frac{\varepsilon}{\Gamma},\qquad w=\sinh\frac u2 .
\]
Here \(\ln\Gamma\) contains \(-\beta(\delta_L+\delta_R)/2\), while \(u=-\beta(\delta_L-\delta_R)\). Their covariance is \(\beta^2(\sigma_d^2-\sigma_d^2)/2=0\). They are jointly Gaussian and therefore independent, with variances \(s^2/2\) and \(2s^2\). Because \(\Gamma_L+\Gamma_R=2\Gamma\cosh(u/2)\), the transmission obeys
\[
\frac1T=x^2+\cosh^2\frac u2,\qquad \frac1T-1=x^2+w^2 .
\]
The departure from full transmission is thus a squared distance in a plane. One coordinate measures detuning, the other asymmetry.

Far from resonance the detuning dominates. Define \(T_{\rm tun}=\Gamma_L\Gamma_R/\varepsilon^2=1/x^2\). The identity above then gives
\[
T=\frac{T_{\rm tun}}{1+T_{\rm tun}\cosh^2(u/2)} .
\]
For a fixed level \(\varepsilon=\varepsilon_0\),
\[
\ln T_{\rm tun}=2\ln\frac{\Gamma_m}{|\varepsilon_0|}-\beta(\delta_L+\delta_R).
\]
This is normal with mean \(\mu=2\ln(\Gamma_m/|\varepsilon_0|)\) and variance \(S^2=2s^2\). Changing variable from \(\ln T\) to \(T\) brings a factor \(1/T\), and the tunnelling peak is log-normal:
\[
p(T)\simeq\frac{1}{TS\sqrt{2\pi}}\exp\left[-\frac{(\ln T-\mu)^2}{2S^2}\right].
\]
The type of bin matters. In linear bins the maximum satisfies \(-1-(\ln T-\mu)/S^2=0\), so it lies at \(e^{\mu-S^2}\). The median is \(e^\mu\), and completing the square in the average of \(e^{\ln T}\) gives the mean \(e^{\mu+S^2/2}\). In bins of \(\log_{10}T\) the density is multiplied by \(T\ln10\). The peak is then a Gaussian centred on the median, with standard deviation \(S/\ln10\) decades.

The log-normal law is an approximation because \(T\) saturates. Since \(0<\ln(1+y)<y\) for positive \(y\), the mean of \(\ln T\) lies below \(\mu\) by less than
\[
\left\langle T_{\rm tun}\cosh^2\frac u2\right\rangle
=\frac{\langle(\Gamma_L+\Gamma_R)^2\rangle}{4\varepsilon_0^2}
=\frac{\Gamma_m^2}{2\varepsilon_0^2}\left(e^{2s^2}+e^{s^2}\right).
\]
The last step uses \(\langle\Gamma_L^2\rangle=\Gamma_m^2e^{2s^2}\) and \(\langle\Gamma_L\Gamma_R\rangle=\Gamma_m^2e^{s^2}\). When this quantity is much smaller than \(S\), the law is therefore reliable for the median and the central part of the peak. The mean of \(T\) is more sensitive, because rare wide couplings weigh heavily in it when \(s\) is not small. For the centre of the peak the condition is sufficient, not necessary: rare wide couplings can make the average large while most junctions still follow the law.

Take \(\phi=4\) eV, \(\sigma_d=0.15\) Å, \(\Gamma_m=0.1\) eV and \(\varepsilon_0=1\) eV. Then \(\beta=2.049\) per ångström, \(s=2.049\times0.15=0.307\), and \(S=\sqrt2\,s=0.435\), or 0.189 decades. The law puts the median at \((0.1/1)^2=0.0100\,G_0\), the linear-bin maximum at \(0.0100\,e^{-0.189}=0.0083\,G_0\), and the mean at \(0.0110\,G_0\). The full transmission gives 0.0099, 0.0082 and \(0.0108\,G_0\), respectively; its median is 0.767 µS. The mean of \(\ln T\) is lowered by 0.0114, within the bound of 0.0115. Saturation also compresses the upper tail. The standard deviation of \(\ln T\) falls to 0.430, and the skewness becomes \(-0.015\) instead of zero.

A distributed level adds \(-2\ln|1+v|\) to \(\ln T_{\rm tun}\), where \(v=(\varepsilon-\varepsilon_0)/\varepsilon_0\) has standard deviation \(\tau=\sigma_\varepsilon/|\varepsilon_0|\). For \(\tau\ll1\),
\[
-2\ln(1+v)=-2v+v^2-\tfrac23v^3+\cdots .
\]
With \(\langle v^2\rangle=\tau^2\) and \(\langle v^4\rangle=3\tau^4\), the linear term contributes \(4\tau^2\) to the variance. The quadratic term contributes \(3\tau^4-\tau^4=2\tau^4\), and twice the covariance of the linear and cubic terms is \(\tfrac83\langle v^4\rangle=8\tau^4\). The leading third central moment comes from two linear factors and one quadratic factor, which can be chosen in three ways:
\[
\mathrm{var}=4\tau^2+10\tau^4,\qquad
3\left\langle4v^2(v^2-\tau^2)\right\rangle=24\tau^4 .
\]
Level spread therefore broadens the peak and, in the tunnelling limit, skews it positively. The peak is then only approximately log-normal. These are small-\(\tau\) expansions; a level distribution with appreciable weight at \(\varepsilon=0\) needs the full transmission.

For \(\sigma_\varepsilon=0.1\) eV, \(\tau=0.1\), and the predicted standard deviation is \(\sqrt{0.189+0.040+0.001}=0.480\). The full value is 0.474. The leading law for the skewness gives 0.022, but the full value is only 0.0065. Saturation skews the peak the other way, as the fixed-level result showed, so the leading level term alone is a poor estimate here. Both skewnesses are small, and the peak remains close to log-normal.

Near resonance, consider first couplings that are frozen while the level varies. The largest transmission is
\[
T_{\max}=\frac{1}{\cosh^2(u/2)}=\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}\le1 .
\]
Each \(T<T_{\max}\) is reached at two detunings, \(\pm x\), with \(x=\sqrt{1/T-1/T_{\max}}\). Differentiating \(x^2\) gives \(|dx/dT|=1/(2T^2x)\). If \(f_x\) is the density of \(x\), then
\[
p(T)=\frac{f_x(x)+f_x(-x)}{2T^2x}.
\]
Near the edge \(x\simeq\sqrt{T_{\max}-T}/T_{\max}\), so
\[
p(T)\simeq\frac{f_x(0)}{T_{\max}\sqrt{T_{\max}-T}},\qquad
P(T>T_{\max}-\delta)\simeq\frac{2f_x(0)\sqrt\delta}{T_{\max}} .
\]
The singularity arises because transmission is stationary at the centre of the resonance: a range of levels of width proportional to \(\sqrt\delta\) falls in an interval \(\delta\) of conductance. The pile-up is at one quantum only for equal couplings. With \(\Gamma_L=0.15\) eV, \(\Gamma_R=0.08\) eV, \(\varepsilon_0=0\) and \(\sigma_\varepsilon=0.1\) eV, the edge is at \(4(0.15)(0.08)/(0.23)^2=0.907\). Direct counting of levels puts a fraction 0.00963 within \(10^{-4}\) of it, as the edge law does.

When the couplings vary too, the singularity disappears. Let \(f_w\) be the density of \(w\), and write \(r=x^2+w^2=1/T-1\); from here on \(r\) denotes this quantity and no longer a reflection amplitude. In polar coordinates \(x=\sqrt r\cos\theta\), \(w=\sqrt r\sin\theta\), and the area element is \(dx\,dw=\tfrac12dr\,d\theta\). Since \(x\) and \(w\) are independent and \(|dr/dT|=1/T^2\),
\[
p(T)=\frac{p_r(r)}{T^2},\qquad
p_r(r)=\frac12\int_0^{2\pi}f_x(\sqrt r\cos\theta)\,f_w(\sqrt r\sin\theta)\,d\theta .
\]
At \(r=0\) the integral is \(\pi f_x(0)f_w(0)\). From \(u=2\,\mathrm{arsinh}\,w\) one has \(du/dw=2/\sqrt{1+w^2}\), hence \(f_w(0)=2f_u(0)\), and
\[
p(1^-)=2\pi f_x(0)f_u(0).
\]
The density ends in a finite step. Full transmission now demands both zero detuning and equal couplings, so the probability of coming within \(\delta\) of it scales as the area of a small disc, proportional to \(\delta\), instead of as a length proportional to \(\sqrt\delta\). The frozen symmetric law survives as an intermediate regime when \(s\) is small: \(w\) has a typical size \(s/\sqrt2\), and asymmetry is unimportant for \(1-T\gg s^2/2\). The approach is slow: for \(s=0.05\), \(\varepsilon_0=0\) and \(\sigma_\varepsilon=\Gamma_m\), the density exceeds the frozen law by 18%, 7% and 2% at 3, 10 and 30 times \(s^2/2\).

Whether conductances accumulate towards the step depends on the slope there. Expand \(f_x\) and \(f_w\) to second order. Terms odd in \(\cos\theta\) or \(\sin\theta\) integrate to zero, while \(\cos^2\theta\) and \(\sin^2\theta\) each integrate to \(\pi\). Thus
\[
p_r(r)=\pi f_x(0)f_w(0)\left[1+\frac r4\left(\frac{f_x''(0)}{f_x(0)}+\frac{f_w''(0)}{f_w(0)}\right)+\cdots\right].
\]
For the detuning, at given \(\Gamma\) the density of \(x=\varepsilon/\Gamma\) is \(\Gamma f_\varepsilon(\Gamma x)\). Averaging over \(\Gamma\) yields \(f_x(0)=f_\varepsilon(0)\langle\Gamma\rangle\) and \(f_x''(0)=f_\varepsilon''(0)\langle\Gamma^3\rangle\). Since \(\ln\Gamma\) has variance \(s^2/2\), \(\langle\Gamma^n\rangle=\Gamma_m^ne^{n^2s^2/4}\), and \(\langle\Gamma^3\rangle/\langle\Gamma\rangle=\Gamma_m^2e^{2s^2}\). For the Gaussian level, \(f_\varepsilon''(0)/f_\varepsilon(0)=-(1-\varepsilon_0^2/\sigma_\varepsilon^2)/\sigma_\varepsilon^2\). Therefore
\[
\frac{f_x''(0)}{f_x(0)}=-A,\qquad
A=\frac{\Gamma_m^2}{\sigma_\varepsilon^2}\left(1-\frac{\varepsilon_0^2}{\sigma_\varepsilon^2}\right)e^{2s^2}.
\]
For the asymmetry, \(u\simeq2w\) near zero. The Gaussian exponent \(-u^2/(4s^2)\) becomes \(-w^2/s^2\), and the factor \((1+w^2)^{-1/2}\) adds \(-w^2/2\) to the logarithm. Hence \(f_w''(0)/f_w(0)=-2/s^2-1\).

Now \(\ln p=-2\ln T+\ln p_r(1/T-1)\), and \(dr/dT=-1\) at \(T=1\). Consequently
\[
\left.\frac{d\ln p}{dT}\right|_{1^-}
=-2+\frac{A+2/s^2+1}{4}
=\frac{A+2/s^2-7}{4}.
\]
In linear bins the density rises to the edge if \(A+2/s^2>7\). Logarithmic bins multiply it by \(T\), which adds 1 to the slope and lowers the threshold to 3. Narrow gap distributions favour the pile-up by keeping the couplings nearly equal, which is the term \(2/s^2\). The dependence on \(s\) is not monotonic, however: when \(|\varepsilon_0|<\sigma_\varepsilon\), the factor \(e^{2s^2}\) in \(A\) makes the slope grow again at large \(s\), where the edge also rises, so a rising edge alone does not prove that the gaps are narrowly distributed. That rise is a small upturn: for \(s=1.6\), \(\varepsilon_0=0\) and \(\sigma_\varepsilon=2\Gamma_m\), the density is 0.45 at \(T=0.7\), 0.39 at 0.9 and 0.42 at the edge. A level centred farther than \(\sigma_\varepsilon\) from the Fermi energy makes \(A\) negative and opposes it. The criterion is local: a rising edge is a local maximum, and a larger one may exist elsewhere.

For the contacts of the tunnelling example (\(\Gamma_m=0.1\) eV, \(\sigma_d=0.15\) Å), now with \(\varepsilon_0=0\) and \(\sigma_\varepsilon=0.1\) eV, the peak densities are \(f_x(0)=0.4085\) and \(f_u(0)=0.9177\). The step height is \(2\pi(0.4085)(0.9177)=2.36\) per \(G_0\). Also \(A=e^{0.189}=1.208\) and \(2/s^2=21.167\), so their sum, 22.375, is well above 7, and the logarithmic slope is \((22.375-7)/4=3.84\). The density climbs from 0.71 at \(T=0.2\) to 1.30 at 0.8 and 1.96 at 0.95 before reaching the step. A fraction 0.198 of the junctions lies in the last tenth of the range, against 0.146 in the tenth below it. Random sampling of gaps and levels reproduces the bin probabilities to within five standard errors.

A measured histogram also contains readout noise. Let its kernel \(K\) be smooth, symmetric and strictly decreasing away from its centre. At a reading \(g\), in units of \(G_0\), the observed density and its slope are
\[
p_{\rm obs}(g)=\int_0^1p(T)K(g-T)\,dT,\qquad
p_{\rm obs}'(g)=\int_0^1p(T)K'(g-T)\,dT .
\]
If \(g\ge1\), then \(g-T>0\) for every \(T<1\), so \(K'(g-T)<0\) and the slope is negative. Every maximum of the observed density therefore lies below one quantum. The reason is one-sided: a single channel supplies no weight above \(G_0\) to balance the weight below it. For Gaussian noise of \(0.02\,G_0\), the step in the example becomes a rounded peak at \(0.961\,G_0\), or 74.5 µS. About 1.8% of sampled readings exceed \(G_0\), although no junction does. With several channels the total transmission can exceed one, and this argument no longer applies to the total conductance.

Broader distributions show that the pile-up is not automatic. Take \(\sigma_d=0.40\) Å and \(\sigma_\varepsilon=0.2\) eV, keeping \(\varepsilon_0=0\). Then \(s=0.820\), \(A=(0.1/0.2)^2e^{1.344}=0.96\), and \(2/s^2=2.98\). The sum, 3.94, lies between the two thresholds. The slope at the edge is \(-0.77\) in linear bins and \(+0.23\) in logarithmic bins, so the same junctions give a density that falls towards \(G_0\) in one plot and rises in the other. The step has shrunk to 0.51 per \(G_0\), and only 5.3% of junctions lie above \(0.9\,G_0\). Within this model, a feature near one quantum should therefore be interpreted together with the binning and the spreads of coupling and level position.

The step also requires a thermal energy well below the level widths. At 300 K, thermal smearing lowers the conductance of a centred level with \(\Gamma_L=\Gamma_R=0.1\) eV to \(0.865\,G_0\), and in the narrow example only about 1% of junctions remain above \(0.9\,G_0\). In measured histograms, metallic atomic contacts can also produce a peak near one quantum, so such a peak need not come from the molecule. The numerical output lists the low-temperature values for the cases worked above.

## Calculated quantities

```
conductance quantum G0 = 77.481 uS
barrier height = 4.0 eV, beta = 2.0493 1/angstrom
leaky well, decay from complex energies = 2.0293 1/angstrom
leaky well, decay from formula = 2.0293 1/angstrom
gap deviation per contact = 0.15 angstrom, s = 0.3074
median coupling Gm = 0.10 eV
TUNNELLING, fixed level
level position = 1.0 eV
mu = -4.6052, S = 0.4347, S/ln10 = 0.1888 decades
mean of ln T, full = -4.6166; bound on shift = 0.0115
std of ln T, full = 0.4298; skewness, full = -0.0148
median: law 0.010000 G0, full 0.009896 G0
linear-bin mode: law 0.008278 G0, full 0.008233 G0
mean: law 0.010991 G0, full 0.010840 G0
median, full = 0.7668 uS
TUNNELLING, distributed level
level deviation = 0.10 eV, tau = 0.10
mean of ln T, full = -4.6068
std of ln T: law 0.4796, full 0.4740
skewness: leading law 0.0218, full 0.0065
RESONANT, frozen couplings
GL = 0.15 eV, GR = 0.08 eV, T_max = 0.9074
fraction within 1e-04 of edge: count 0.009632, law 0.009633
RESONANT, distributed couplings (mean level 0 eV)
level deviation = 0.10 eV
density at T = 0.20: 0.7092 per G0
density at T = 0.40: 0.9475 per G0
density at T = 0.60: 1.0221 per G0
density at T = 0.80: 1.2990 per G0
density at T = 0.90: 1.6689 per G0
density at T = 0.95: 1.9618 per G0
density at T = 1.00: 2.3553 per G0
A + 2/s^2 = 22.375, A = 1.208
log-slope at edge: linear bins 3.844, log bins 4.844
fraction between 0.8 and 0.9 G0 = 0.1464
fraction between 0.9 and 1.0 G0 = 0.1979
readout noise = 0.02 G0, peak at 0.9610 G0
noisy peak = 74.46 uS
noisy readings above G0, sampled fraction = 0.0179
COUNTEREXAMPLE, broad distributions (mean level 0 eV)
gap deviation = 0.40 angstrom, s = 0.8197, level deviation = 0.20 eV
A + 2/s^2 = 3.935, edge density = 0.5102 per G0
log-slope at edge: linear bins -0.766, log bins 0.234
fraction between 0.9 and 1.0 G0 = 0.0531
```
